# Buckled dimers on Si(001): Ising ground states and the transfer matrix: verification in Python

```python
# Buckled dimers s=+-1 (row i, dimer j) on Si(001) as an Ising model:
#   H = Jx sum s_ij s_i+1,j + Jy sum s_ij s_i,j+1 - Jd sum s_ij (s_i+1,j+1 + s_i+1,j-1)
# K = J/kT, dual K* = -ln(tanh K)/2, Jeff = Jx + 2 Jd, energies in meV.
# Under test: for Jd=0 the c(4x2) order is lost where sinh(2Kx) sinh(2Ky) = 1;
# at first order in Jd (fixed Jeff) where Ky* = Keff + 4 Kd sinh^2(Ky*).
# Independent roads: enumeration, diagonalized strip transfer matrices, quadrature.
import itertools
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants
from scipy.optimize import brentq
from scipy.special import lambertw
from scipy.integrate import quad
from scipy.linalg import expm

kB = physical_constants['Boltzmann constant in eV/K'][0] * 1e3  # meV/K
dual = lambda K: -0.5 * np.log(np.tanh(K))

def tc_onsager(Jx, Jy):
    f = lambda T: np.log(np.sinh(2*Jx/(kB*T)) * np.sinh(2*Jy/(kB*T)))
    return brentq(f, 20, 5000, xtol=1e-12)

def tc_first_order(Jx, Jy, Jd):
    def f(T):
        Ks = dual(Jy/(kB*T))
        return Ks - (Jx + 2*Jd)/(kB*T) - 4*Jd/(kB*T)*np.sinh(Ks)**2
    T0 = tc_onsager(Jx + 2*Jd, Jy)
    return brentq(f, 0.9*T0, 1.1*T0, xtol=1e-12)

def spins(n):
    return 1 - 2*((np.arange(2**n)[:, None] >> np.arange(n - 1, -1, -1)) & 1)

def bond_tables(S):
    S = S.astype(float)
    return (S*np.roll(S, 1, 1)).sum(1), S @ S.T, S @ (np.roll(S, 1, 1) + np.roll(S, -1, 1)).T

tables = {N: bond_tables(spins(N)[:2**(N - 1)]) for N in (4, 6, 8, 10)}

def sectors(N, Jx, Jy, Jd, T):
    # flip-even and flip-odd blocks, physical signs, representatives with first spin up
    across, along, diag = tables[N]
    w = np.exp(-0.5*Jx/(kB*T)*across)
    X = (-Jy*along + Jd*diag)/(kB*T)
    ww = 2*np.outer(w, w)
    return ww*np.cosh(X), ww*np.sinh(X)

def top(N, *p):
    return [np.abs(np.linalg.eigvalsh(M)).max() for M in sectors(N, *p)]

def gap(N, *p):
    even, odd = top(N, *p)
    return np.log(even/odd)

def crossing(N1, N2, Jx, Jy, Jd):
    T0 = tc_onsager(Jx + 2*Jd, Jy)  # centre of the search bracket only
    f = lambda T: N1*gap(N1, Jx, Jy, Jd, T) - N2*gap(N2, Jx, Jy, Jd, T)
    return brentq(f, 0.97*T0, 1.03*T0, xtol=1e-7)

def tc_strips(*J):
    T1, T2 = crossing(6, 8, *J), crossing(8, 10, *J)
    f1, f2 = 14/48**2, 18/80**2  # (N+N')/(N N')^2
    return T1, T2, T2 + (T2 - T1)*f2/(f1 - f2)

def gamma(q, Kx, Ky):
    Ks = dual(Ky)
    return np.arccosh(np.cosh(2*Ks)*np.cosh(2*Kx) - np.sinh(2*Ks)*np.sinh(2*Kx)*np.cos(q))

def lattice_energies(Lx, Ly, Jx, Jy, Jd):
    s = spins(Lx*Ly).astype(np.int8).reshape(-1, Lx, Ly)
    r = np.roll(s, -1, 1)
    bs = lambda t: (s*t).sum((1, 2), dtype=np.int64)
    E = Jx*bs(r) + Jy*bs(np.roll(s, -1, 2)) - Jd*(bs(np.roll(r, -1, 2)) + bs(np.roll(r, 1, 2)))
    return s, E

Jx, Jy = 1.0, 30.0
Jx2, Jd2 = -2.0, 1.5
T_low, T_high = 200.0, 300.0

# ground states, gauge map and Z = Tr T^L by enumeration
ii, jj = np.indices((4, 4))
c42, p22 = (-1)**(ii + jj), (-1)**jj
for J, pattern in (((Jx, Jy, 0.0), c42), ((Jx2, Jy, Jd2), c42), ((Jx2, Jy, 0.5), p22)):
    s, E = lattice_energies(4, 4, *J)
    ground = s[np.isclose(E, E.min())]
    assert len(ground) == 2 and all(abs((g*pattern).sum()) == 16 for g in ground)
s, E = lattice_energies(4, 4, Jx2, Jy, Jd2)
dE = (E[(s == p22).all((1, 2))][0] - E.min())/16
assert abs(dE - 2*(Jx2 + 2*Jd2)) < 1e-12
assert np.allclose(np.sort(E), np.sort(lattice_energies(4, 4, -Jx2, -Jy, Jd2)[1]))
assert not np.allclose(np.sort(lattice_energies(3, 4, Jx, Jy, 0.)[1]),
                       np.sort(lattice_energies(3, 4, -Jx, -Jy, 0.)[1]))
trace = sum((np.linalg.eigvalsh(M)**4).sum() for M in sectors(4, Jx2, Jy, Jd2, T_high))
assert abs(trace/np.exp(-E/(kB*T_high)).sum() - 1) < 1e-10

# single-bond matrix and dual coupling
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
for K in (0.05, 0.7, 1.5):
    bond = np.exp(K*np.array([[1, -1], [-1, 1]]))
    assert np.allclose(bond, np.sqrt(2*np.sinh(2*K))*expm(dual(K)*sx))
    assert abs(np.sinh(2*K)*np.sinh(2*dual(K)) - 1) < 1e-12

# whole strip spectrum against free fermions, both sides of Tc, both orientations
N = 6
signs = np.array([c for c in itertools.product((1, -1), repeat=N) if np.prod(c) == 1])
for (a, b), T in itertools.product(((Jx, Jy), (Jy, Jx), (10., 30.)), (T_low, T_high, 700.)):
    Ka, Kb = a/(kB*T), b/(kB*T)
    g_anti = gamma((2*np.arange(N) + 1)*np.pi/N, Ka, Kb)
    g_per = gamma(2*np.arange(N)*np.pi/N, Ka, Kb)
    g_per[0] = 2*(Ka - dual(Kb))
    for M, g in zip(sectors(N, a, b, 0., T), (g_anti, g_per)):
        ev = np.sort(np.abs(np.linalg.eigvalsh(M)))
        pred = np.sort((2*np.sinh(2*Kb))**(N/2)*np.exp(0.5*signs @ g))
        assert np.allclose(ev/ev[-1], pred/ev[-1], rtol=1e-8, atol=1e-12)

# transition temperature against strip crossings
Tc = tc_onsager(Jx, Jy)
Kx, Ky = Jx/(kB*Tc), Jy/(kB*Tc)
T68, T810, Tex = tc_strips(Jx, Jy, 0.)
assert abs(T810 - Tc) < abs(T68 - Tc) and abs(T810/Tc - 1) < 1e-3 and abs(Tex/Tc - 1) < 1e-4
Tc_b, Tex_b = tc_onsager(10., 30.), tc_strips(10., 30., 0.)[2]
assert abs(Tex_b/Tc_b - 1) < 2e-4
W = lambertw(2*Jy/Jx).real
T_lam = 2*Jy/(kB*W)
err300 = 2*Jy/(kB*lambertw(20*Jy/Jx).real)/tc_onsager(Jx/10, Jy) - 1
assert abs(T_lam/Tc - 1) < 1e-3 and abs(err300) < abs(T_lam/Tc - 1)
a, b = 2*Kx/np.tanh(2*Kx), 2*Ky/np.tanh(2*Ky)
h = 1e-4
assert abs(np.log(tc_onsager(Jx*np.exp(h), Jy)/tc_onsager(Jx*np.exp(-h), Jy))/(2*h) - a/(a+b)) < 1e-6
assert abs(np.log(tc_onsager(Jx, Jy*np.exp(h))/tc_onsager(Jx, Jy*np.exp(-h)))/(2*h) - b/(a+b)) < 1e-6
Jx_need = 0.5*kB*T_low*np.arcsinh(1/np.sinh(2*Jy/(kB*T_low)))
assert abs(crossing(6, 8, Jx_need, Jy, 0.)/T_low - 1) < 1e-3

# free energy and correlation lengths in the disordered phase
Kxh, Kyh = Jx/(kB*T_high), Jy/(kB*T_high)
mbf = 0.5*np.log(2*np.sinh(2*Kyh)) + quad(gamma, 0, np.pi, args=(Kxh, Kyh))[0]/(2*np.pi)
mbf_strip = np.log(top(10, Jx, Jy, 0., T_high)[0])/10
assert abs(mbf - mbf_strip) < 1e-5
xi_y, xi_x = 1/(2*(dual(Kyh) - Kxh)), 1/(2*(dual(Kxh) - Kyh))
xi_strip = 1/gap(10, Jx, Jy, 0., T_high)
assert abs(xi_strip/xi_y - 1) < 1e-3

# logarithmic specific heat: second difference of the quadrature in u = Tc/T
mp.mp.dps = 25
def mode_integral(u, t):
    ka, ks = u*mp.mpf(Kx), -mp.log(mp.tanh(u*mp.mpf(Ky)))/2
    m2, S = mp.sinh(ka - ks)**2, mp.sinh(2*ka)*mp.sinh(2*ks)
    pts = [0] + [t*10**k for k in range(7) if t*10**k < 2] + [mp.pi]
    return mp.quad(lambda q: 2*mp.asinh(mp.sqrt(m2 + S*mp.sin(q/2)**2)), pts,
                   method='gauss-legendre')/(2*mp.pi)
def heat(t):
    u, d = 1 - t, t/20
    return u**2*(mode_integral(u+d, t) - 2*mode_integral(u, t) + mode_integral(u-d, t))/d**2
A_num = float((heat(mp.mpf('1e-5')) - heat(mp.mpf('1e-4')))/mp.log(10))
A = 2/np.pi*(Kx + Ky*np.sinh(2*Kx))**2/np.sinh(2*Kx)
assert abs(A_num/A - 1) < 1e-2

# order parameter as matrix element of the first spin between the two top states
def order(N, T):
    vec = []
    for M in sectors(N, Jx, Jy, 0., T):
        ev, V = np.linalg.eigh(M)
        vec.append(V[:, np.abs(ev).argmax()])
    return abs(vec[0] @ vec[1])
m_lo = [order(n, T_low) for n in (6, 8, 10)]
m_hi = [order(n, T_high) for n in (6, 8, 10)]
yang = (1 - (np.sinh(2*Jx/(kB*T_low))*np.sinh(2*Jy/(kB*T_low)))**-2)**0.125
assert abs(m_lo[2] - yang) < 2e-3
assert m_hi[0] > m_hi[1] > m_hi[2] and abs(10*m_hi[2]**2/(8*m_hi[1]**2) - 1) < 0.1
gaps_lo = [gap(n, Jx, Jy, 0., T_low) for n in (6, 8, 10)]
assert gaps_lo[1] < 0.4*gaps_lo[0] and gaps_lo[2] < 0.4*gaps_lo[1]

# operator identity for dT/dKd at fixed Keff, ferromagnetic gauge, 4 rows
def site_op(ops, n=4):
    out = np.eye(1)
    for k in range(n):
        out = np.kron(out, ops.get(k, np.eye(2)))
    return out
across, along, diag = bond_tables(spins(4))
ke, ky = 0.3, 0.9
Tfull = lambda kd: np.exp(0.5*(ke - 2*kd)*(across[:, None] + across[None, :]) + ky*along + kd*diag)
V1h = expm(0.5*dual(ky)*sum(site_op({k: sx}) for k in range(4)))
V2h = np.diag(np.exp(0.5*ke*across))
YY = sum(site_op({k: sy, (k+1) % 4: sy}) for k in range(4))
rhs = (2*np.sinh(2*ky))**2*4*np.sinh(dual(ky))**2*(V2h @ V1h @ YY @ V1h @ V2h)
assert np.allclose((Tfull(1e-5) - Tfull(-1e-5))/2e-5, rhs, rtol=1e-6, atol=1e-6)

# shift of Tc with Jd at fixed Jeff
d = 0.25
slope_num = (tc_strips(Jx - 2*d, Jy, d)[2] - tc_strips(Jx + 2*d, Jy, -d)[2])/(2*d)
slope = (tc_first_order(Jx - 2*d, Jy, d) - tc_first_order(Jx + 2*d, Jy, -d))/(2*d)
assert abs(slope_num/slope - 1) < 2e-2
T_d, T_d1 = tc_strips(Jx2, Jy, Jd2)[2], tc_first_order(Jx2, Jy, Jd2)
T_eff, T_naive = tc_onsager(Jx2 + 2*Jd2, Jy), tc_onsager(abs(Jx2), Jy)
assert 0 < T_d/T_eff - 1 < 1e-2 and abs(T_d - T_d1) < abs(T_d - T_eff)
assert abs(T_naive/T_d - 1) > 0.1

print(f"k_B = {kB:.7f} meV/K")
print(f"Model A: Jx = {Jx} meV, Jy = {Jy} meV, Jd = 0")
print(f"Tc (Onsager) = {Tc:.3f} K, kTc = {kB*Tc:.4f} meV")
print(f"at Tc: Kx = {Kx:.6f}, Ky = {Ky:.6f}, Ky* = {dual(Ky):.6f}")
print(f"at Tc: sinh2Kx = {np.sinh(2*Kx):.6f}, sinh2Ky = {np.sinh(2*Ky):.5f}")
print(f"strip crossings: (6,8) {T68:.3f} K, (8,10) {T810:.3f} K")
print(f"extrapolated crossing = {Tex:.3f} K")
print(f"Jx=10, Jy=30 meV: Onsager {Tc_b:.2f} K, strips {Tex_b:.2f} K")
print(f"W(2Jy/Jx) = {W:.5f}, Lambert Tc = {T_lam:.3f} K")
print(f"Lambert relative error: Jy/Jx=30 {T_lam/Tc-1:.2e}, Jy/Jx=300 {err300:.2e}")
print(f"a = {a:.5f}, b = {b:.5f}")
print(f"dlnTc/dlnJx = {a/(a+b):.4f}, dlnTc/dlnJy = {b/(a+b):.4f}")
print(f"heat amplitude A: formula {A:.4f}, quadrature {A_num:.4f} k_B per dimer")
print(f"Jx giving Tc = {T_low:.0f} K at Jy = {Jy} meV: {Jx_need:.4f} meV")
print(f"T = {T_high:.0f} K: kT = {kB*T_high:.4f} meV, Kx = {Kxh:.5f}, Ky = {Kyh:.5f}")
print(f"  Kx* = {dual(Kxh):.5f}, Ky* = {dual(Kyh):.5f}")
print(f"  -f/kT per dimer: integral {mbf:.6f}, strip N=10 {mbf_strip:.6f}")
print(f"  xi_y = {xi_y:.3f} dimers (strip N=10: {xi_strip:.3f}), xi_x = {xi_x:.3f} rows")
print("  order element N=6,8,10: " + ", ".join(f"{m:.4f}" for m in m_hi))
print("  N times its square: " + ", ".join(f"{n*m*m:.3f}" for n, m in zip((6, 8, 10), m_hi)))
print(f"T = {T_low:.0f} K: kT = {kB*T_low:.4f} meV")
print("  ln(l+/l-) N=6,8,10: " + ", ".join(f"{g:.3e}" for g in gaps_lo))
print("  order element N=6,8,10: " + ", ".join(f"{m:.4f}" for m in m_lo))
print(f"  Onsager-Yang value = {yang:.4f}")
print(f"dTc/dJd at Jeff = {Jx} meV (Jd = +-{d} meV):")
print(f"  formula {slope:.4f} K/meV, strips {slope_num:.4f} K/meV")
print(f"Model B: Jx = {Jx2}, Jy = {Jy}, Jd = {Jd2}, Jeff = {Jx2+2*Jd2} meV")
print(f"  E[p(2x2)] - E[c(4x2)] = {dE:.3f} meV per dimer")
print(f"  Kd = {Jd2/(kB*T_eff):.5f}, 4 Kd Keff = {4*Jd2*(Jx2+2*Jd2)/(kB*T_eff)**2:.5f}")
print(f"  Tc strips = {T_d:.3f} K, kTc = {kB*T_d:.4f} meV")
print(f"  Tc Onsager with Jeff = {T_eff:.3f} K, first order in Jd = {T_d1:.3f} K")
print(f"  shifts from Jeff value: strips {T_d-T_eff:.3f} K, first order {T_d1-T_eff:.3f} K")
print(f"  Tc naive with |Jx| = {T_naive:.3f} K")
print("every check passed")
```

Running it gives:

```
k_B = 0.0861733 meV/K
Model A: Jx = 1.0 meV, Jy = 30.0 meV, Jd = 0
Tc (Onsager) = 232.290 K, kTc = 20.0172 meV
at Tc: Kx = 0.049957, Ky = 1.498712, Ky* = 0.049957
at Tc: sinh2Kx = 0.100080, sinh2Ky = 9.99196
strip crossings: (6,8) 232.406 K, (8,10) 232.343 K
extrapolated crossing = 232.290 K
Jx=10, Jy=30 meV: Onsager 482.30 K, strips 482.30 K
W(2Jy/Jx) = 2.99680, Lambert Tc = 232.338 K
Lambert relative error: Jy/Jx=30 2.08e-04, Jy/Jx=300 3.70e-06
a = 1.00333, b = 3.01240
dlnTc/dlnJx = 0.2498, dlnTc/dlnJy = 0.7502
heat amplitude A: formula 0.2543, quadrature 0.2541 k_B per dimer
Jx giving Tc = 200 K at Jy = 30.0 meV: 0.5304 meV
T = 300 K: kT = 25.8520 meV, Kx = 0.03868, Ky = 1.16045
  Kx* = 1.62644, Ky* = 0.09850
  -f/kT per dimer: integral 1.257994, strip N=10 1.257994
  xi_y = 8.358 dimers (strip N=10: 8.358), xi_x = 1.073 rows
  order element N=6,8,10: 0.5136, 0.4452, 0.3983
  N times its square: 1.583, 1.586, 1.586
T = 200 K: kT = 17.2347 meV
  ln(l+/l-) N=6,8,10: 5.643e-04, 1.342e-04, 3.329e-05
  order element N=6,8,10: 0.9598, 0.9597, 0.9597
  Onsager-Yang value = 0.9597
dTc/dJd at Jeff = 1.0 meV (Jd = +-0.25 meV):
  formula 0.5799 K/meV, strips 0.5806 K/meV
Model B: Jx = -2.0, Jy = 30.0, Jd = 1.5, Jeff = 1.0 meV
  E[p(2x2)] - E[c(4x2)] = 2.000 meV per dimer
  Kd = 0.07494, 4 Kd Keff = 0.01497
  Tc strips = 232.963 K, kTc = 20.0752 meV
  Tc Onsager with Jeff = 232.290 K, first order in Jd = 233.176 K
  shifts from Jeff value: strips 0.673 K, first order 0.886 K
  Tc naive with |Jx| = 279.530 K
every check passed
```
